\section*{Energy Release in Four-Point-Bend Delamination of Two Equal Elastic Beams}

\section*{The bar and its loading}

\textbf{Q.} Two equal beams are glued face to face and bent until the interface fails. The crack front is surrounded by a complicated stress field. How can you hope to find the energy released there without solving for that field?

\textbf{A.} By comparing the material well ahead of the crack tip with the material well behind it. Each beam has thickness $h$, width $b$, Young modulus $E$ and Poisson ratio $\nu$, so the bar is $2h$ thick. It rests on two outer pins and is pushed down by two inner pins. The lower beam, on the tension side, is notched through at midspan, and from the notch a crack runs along the interface in both directions. I take the material to be isotropic and linearly elastic, the deflections small, the pins frictionless, and the interlayer too thin to matter. The last assumption needs a condition, which we can find once the bare result is known.

\textbf{Q.} What load does the crack tip feel? It must change as the crack moves.

\textbf{A.} Not while the tip is between the inner pins. Let $P$ be the total load, applied through a head that is free to rock, so that the two inner pins share it equally even when one crack is longer than the other. By equilibrium each outer pin then carries $P/2$ as well. Let $L$ be the distance from an inner pin to the neighbouring outer pin. Cut the bar at a distance $s$ inside an inner pin and look at the piece from the cut to the nearer end. The outer pin pushes up with $P/2$ at a distance $L+s$ from the cut; the inner pin pushes down with $P/2$ at a distance $s$. The forces cancel, so the cut carries no shear force. The moment is
\begin{equation}
M=\frac P2(L+s)-\frac P2 s=\frac{PL}{2},
\end{equation}
whatever the value of $s$. I count a moment as positive when it stretches the lower face. Only equilibrium and the equal sharing of the load were used, so the crack cannot alter this moment. If the head could not rock, cracks of unequal length would make the inner pins share the load unequally, and the moment would depend on the crack lengths.

\section*{Stiffness ahead of and behind the tip}

\textbf{Q.} Then you need the bending stiffness. Why should Poisson's ratio enter for a simple beam?

\textbf{A.} Because I assume that the bar cannot strain sideways. A bar free to do so contracts sideways where it is stretched and widens where it is compressed, so its cross-section curls. Width alone does not prevent this: at small deflections a bar with free sides, bent by end moments only, curls whatever its width. But straight pins pressing across the whole width resist the curling, most strongly when their spacing is small compared with $b$. I idealize complete suppression as plane strain, $\varepsilon_z=0$ across the width. With no stress through the thickness, Hooke's law gives
\begin{align}
0=\varepsilon_z&=\frac{\sigma_z-\nu\sigma_x}{E}
\quad\Rightarrow\quad \sigma_z=\nu\sigma_x,\\
\varepsilon_x&=\frac{\sigma_x-\nu\sigma_z}{E}
=\frac{1-\nu^2}{E}\,\sigma_x .
\end{align}
The modulus for bending is therefore $E'=E/(1-\nu^2)$. For a bar that is free to curl, $\sigma_z=0$ (plane stress) and $E'=E$.

A section with second moment of area $I$ then takes the curvature $\kappa=M/(E'I)$ and stores, per unit length,
\begin{equation}
\frac12M\kappa=\frac{M^2}{2E'I}.
\end{equation}
For one beam and for the bonded pair,
\begin{equation}
I=\frac{bh^3}{12},\qquad
I_{\rm c}=\frac{b(2h)^3}{12}=8I .
\end{equation}
The bonded pair is eight times as stiff as one beam because the interface transmits shear and makes the two bend as a single section.

\textbf{Q.} Behind the tip there are still two beams. Should their joint stiffness not be $2I$?

\textbf{A.} It would be if both carried moment. But the lower beam has been cut at the notch. Consider the piece of it between the notch and a section behind the tip. Its notch face is free, and so are its other faces, provided that it does not touch the upper beam. Equilibrium then leaves no force and no moment on the section. The upper beam carries all of $M$, with stiffness $E'I$.

\textbf{Q.} That proviso worries me. If the faces press together, your free arm is not free.

\textbf{A.} The sign of the bending decides it. The upper beam sags, so its deflection, measured upward, has positive curvature $M/(E'I)$. The unloaded arm is straight. If the two shared a tangent at the tip, then at a distance $s$ behind it the upper beam would stand above the arm by
\begin{equation}
g(s)=\frac{M s^2}{2E'I}>0 .
\label{gap}
\end{equation}
The faces separate. Near the tip the arms can also turn relative to each other, which beam theory does not describe. Further back the curvatures are fixed, so this can add to $g$ no more than a constant and a term linear in $s$. A two-dimensional elastic calculation of the notched bar, with a crack of length $5h$, tested the gap at every interface node behind the tip and found it positive.

\section*{The energy balance}

\textbf{Q.} Here is my main objection. Cracking makes the bar more flexible, so at fixed load it stores \emph{more} energy. How can energy be released?

\textbf{A.} The load supplies it. Let $\Delta$ be the displacement of the load and $C=\Delta/P$ the compliance. The stored energy is $U=\tfrac12P\Delta=\tfrac12P^2C$. Let one tip advance by $da$ at fixed $P$, so that $C$ grows by $dC$. Then
\begin{align}
\text{work of the load}&=P\,d\Delta=P^2\,dC,\\
\text{increase of stored energy}&=dU=\tfrac12P^2\,dC .
\end{align}
Half the work is stored, and the other half is available to the crack. With $G$ the energy released per unit new crack area,
\begin{equation}
G\,b\,da=P^2\,dC-\tfrac12P^2\,dC=\tfrac12P^2\,dC=dU\big|_P .
\label{balance}
\end{equation}

\textbf{Q.} Suppose the testing machine controls the displacement instead. Does that give another $G$?

\textbf{A.} No. At fixed $\Delta$ the load does no work, and $U=\Delta^2/(2C)$. The loss of stored energy is
\begin{equation}
-dU\big|_\Delta=\frac{\Delta^2}{2C^2}\,dC=\frac12P^2\,dC,
\end{equation}
the same amount. The control affects what happens next. At fixed load, $G$ stays the same as the crack grows along its steady path. At fixed displacement, $P=\Delta/C$ falls as $C$ rises, so $G$ falls too and the crack needs further displacement to continue.

\textbf{Q.} You still have to evaluate $dU$, and the tip field is part of $U$.

\textbf{A.} It is part of $U$ but not of $dU$. If the tip is far enough from the notch and the inner pin, its surroundings look the same after the advance as before, merely shifted by $da$. The energy of the tip region is unchanged. What has changed is the length on either side: $da$ less of bonded section and $da$ more of cracked section. The parts outside the inner pins keep their moments, since these follow from equilibrium, and hence their energy. So
\begin{align}
G&=\frac1b\left(\frac{M^2}{2E'I}-\frac{M^2}{2E'\,8I}\right)\\
&=\frac{M^2}{2bE'I}\left(1-\frac18\right)
=\frac{7M^2}{16\,bE'I}.
\end{align}
Inserting $I=bh^3/12$ gives
\begin{equation}
G=\frac{7M^2}{16bE'}\,\frac{12}{bh^3}
=\frac{21M^2}{4E'b^2h^3}.
\label{GM}
\end{equation}
Finally $M^2=P^2L^2/4$ and $1/E'=(1-\nu^2)/E$, so that
\begin{equation}
G=\frac{21(1-\nu^2)P^2L^2}{16\,E\,b^2h^3}.
\label{main}
\end{equation}
The crack length has dropped out. If the toughness is uniform along the interface, a steadily growing crack therefore shows as a load plateau, and its length need not be measured.

\textbf{Q.} There are two crack tips. Have you lost a factor of two?

\textbf{A.} If both advance by $da$, the released energy is $2Gb\,da$ and the new crack area is $2b\,da$. The ratio is still $G$.

The symbols need more care than the tips. Here $h$ is the thickness of one beam. In terms of the whole thickness $H=2h$ we have $h^3=H^3/8$, and the prefactor becomes $21\times8/16=21/2$. Putting $H$ in place of $h$ in \eqref{main} would make $G$ eight times too small. Likewise $P$ is the total load; putting the load of one pin in its place would make $G$ four times too small.

\section*{Numbers, and the reach of the plateau}

\textbf{Q.} Show me a case with numbers.

\textbf{A.} Take the round model parameters $E=160$ GPa, $\nu=0.20$, $b=10$ mm, $h=0.50$ mm, $L=5.0$ mm and $P=10$ N. The moment is $M=\tfrac12(10\ {\rm N})(5.0\ {\rm mm})=25$ N\,mm. The plane-strain modulus is $160/0.96=166.67$ GPa, which gives bending stiffnesses of $0.01736$ N\,m$^2$ for one beam and $0.13889$ N\,m$^2$ for the bonded pair. The curvature jumps from $0.18$ to $1.44$ m$^{-1}$ across the tip. Equation \eqref{main} gives
\begin{equation}
G=\frac{21(0.96)(10)^2(5.0\times10^{-3})^2}
{16(160\times10^9)(10^{-2})^2(0.50\times10^{-3})^3}
=\frac{0.0504}{0.0320}=1.575\ {\rm J/m^2},
\end{equation}
or $1575$ mJ/m$^2$. If the bar were in plane stress, the factor $0.96$ would be absent and $G$ would be $1.641$ J/m$^2$. The inner pins, $5.0$ mm on either side of the notch, are here as far apart as the bar is wide, so they need not suppress the curling completely. The plane-strain value is an idealization. The real value lies between the two limits, which differ by $4\%$. Since the pins restrain curling over a distance of order $b$, it can also drift within that range as the crack grows: the exact independence of crack length is a two-dimensional result.

The balance \eqref{balance} also tells how far the load moves. One tip gives $Gb\,da=\tfrac12P\,d\Delta$; two tips advancing together give twice the released energy, so
\begin{equation}
\frac{d\Delta}{da}=\frac{4Gb}{P}
=\frac{4(1.575)(10^{-2})}{10}=6.3\times10^{-3}.
\end{equation}
The load point moves by $6.3\ \mu$m for each millimetre gained by both tips. That is the slow travel along the plateau.

\textbf{Q.} You assumed that the tip region simply shifts. How far must the tip be from the notch?

\textbf{A.} That is a question for the full elastic field. The two-dimensional calculation mentioned above uses no beam theory. It obtains $G$ from the change in potential energy when the crack advances by one element, here $h/4$. The inner pin is $10h$ from the notch. For advances starting at crack lengths $a$ from $h$ to $6h$, the ratio of the computed $G$ to \eqref{main} is $1.000$. At $7h$ and $9h$ it is still within $0.2\%$ of one, but the local field of the pin is felt from about $8h$ on, and half a thickness before the pin the ratio is already one to two per cent low. Agreement to $0.2\%$ was tested for starting lengths from $3h$ to $7h$, and also for a shorter pin distance, $L=3.0$ mm, and for plane stress.

For the first advance from the notch the ratio is $0.94$, and for the advance starting at $h/2$ it is $0.997$. In this geometry, then, the formula overestimates $G$ for a very short crack. The short-crack values are averages over one fairly coarse element. The first is not converged: with a mesh refined at the tip it falls by about $0.03$, to $0.915$, while $0.997$ stays. The steady values suffer less from the mesh, because the tip error is the same before and after the advance and cancels in the difference.

\textbf{Q.} And your gap formula? Does it survive the same comparison?

\textbf{A.} In part. For $a=5h=2.5$ mm, equation \eqref{gap} gives
\begin{equation}
g=\tfrac12(1.44\ {\rm m^{-1}})(2.5\times10^{-3}\ {\rm m})^2
=4.5\ \mu{\rm m}
\end{equation}
at the notch, whereas the two-dimensional result is $5.7\ \mu$m. The computed curvature of the upper beam agrees with beam theory, so the remaining $1.2\ \mu$m belongs to the constant and linear terms left open earlier: the relative displacement and rotation of the arms at their roots. It does not enter $G$, because it travels with the tip.

\textbf{Q.} What happens when the crack passes under an inner pin?

\textbf{A.} The plateau ends. Let $x$ be the distance from midspan and $S$ that of the inner pin. For $S<x<S+L$, only the outer pin lies beyond the section, and
\begin{equation}
M(x)=\frac P2\,(S+L-x).
\end{equation}
If we ignore the shear force, \eqref{GM} with this local moment gives the estimate
\begin{equation}
\frac{G(x)}{G_{\rm steady}}\approx
\left(\frac{S+L-x}{L}\right)^2 .
\label{outer}
\end{equation}
At a given load the driving force drops, and the load must rise to keep the crack moving.

\textbf{Q.} Ignoring the shear force looks risky.

\textbf{A.} It costs accuracy. In the example $S=L=10h$. The advance starting at $12h$ has its midpoint at $12.125h$, where \eqref{outer} gives $(0.7875)^2=0.62$; the computed ratio is $0.55$. For the advance starting at $15h$ the estimate is $(0.4875)^2=0.24$ and the computed ratio $0.20$. The trend is right, but the estimate is too high by about $12\%$ and $21\%$ of the computed values. Here the moment varies along the path and the tip error no longer cancels: with a mesh refined at the tip the ratios become $0.548$ and $0.194$, and the excesses $13\%$ and $22\%$. Both ratios are reproduced if the moment is taken a little ahead of the tip, by $0.45h$ on the coarse mesh and $0.47h$ on the refined one. I conjecture that this shift represents the shear force acting on the flexible roots of the arms; two numbers do not establish a law.

\section*{Opening and shear}

\textbf{Q.} Is this at least a clean opening test?

\textbf{A.} No, it is mixed, and the equal thicknesses let us find the mixture. Write the moments in the upper and lower arms as
\begin{equation}
(M,0)=\left(\tfrac M2,-\tfrac M2\right)
+\left(\tfrac M2,\tfrac M2\right).
\end{equation}
Reflection in the interface swaps the arms and reverses the sign of each moment. The first pair goes into itself, and the second into its negative. By symmetry the first produces no shear traction on the interface and no sliding: it is pure opening. The second produces no normal traction and no opening: it is pure shear.

\textbf{Q.} Energies are quadratic. You cannot simply add the two releases.

\textbf{A.} In general there is a cross term, proportional to the product of the two load amplitudes. Reflection reverses the sign of one amplitude and so of the cross term, but it cannot change the energy released. The cross term must vanish.

For the opening pair the bonded section ahead carries no net moment, so only the arms contribute:
\begin{equation}
G_{\rm I}=\frac1b\,2\,\frac{(M/2)^2}{2E'I}
=\frac{M^2}{4bE'I}=\frac{3M^2}{E'b^2h^3}.
\end{equation}
For the shear pair the arms store the same energy, but the bonded section carries $M$:
\begin{equation}
G_{\rm II}=\frac1b\left(\frac{M^2}{4E'I}-\frac{M^2}{16E'I}\right)
=\frac{3M^2}{16bE'I}=\frac{9M^2}{4E'b^2h^3}.
\end{equation}
Their sum has the prefactor $3+\tfrac94=\tfrac{21}{4}$, in agreement with \eqref{GM}.

In the same homogeneous material each part is the square of its stress intensity factor divided by $E'$. The mode angle $\psi$, defined by $\tan\psi=K_{\rm II}/K_{\rm I}$, therefore has the magnitude
\begin{equation}
|\psi|=\arctan\sqrt{\frac{G_{\rm II}}{G_{\rm I}}}
=\arctan\frac{\sqrt3}{2}=40.9^\circ .
\end{equation}
In the example the parts are $0.900$ and $0.675$ J/m$^2$. The two-dimensional calculation tested both to $0.5\%$, using the interface forces before an advance and the relative displacements after it. A toughness measured this way belongs to this mixture. If the toughness of the interface depends on the mode, it need not equal the toughness in pure opening.

\section*{The film between the beams}

\textbf{Q.} Suppose there is a thin film at the interface, and that it is stressed. You have left it out so far. What does it change?

\textbf{A.} Let the film have thickness $t\ll h$ and plane-strain modulus $E_{\rm f}'$. Suppose first that it stays on the upper beam. It then lies at a distance $h/2$ from that beam's axis and adds about $E_{\rm f}'bt(h/2)^2$ to its stiffness. Relative to $E'bh^3/12$ this is $3(E_{\rm f}'/E')(t/h)$, which must be small. The film also holds the bonded beams a distance $t$ apart, which multiplies $I_{\rm c}$ by about $1+3t/(2h)$ and raises $G$ by the fraction $\tfrac{3}{14}(t/h)$; for a soft film this is the larger of the two corrections.

Now let the film carry a tensile stress $\sigma$ along the bar, and hence a force $T=\sigma tb$. In the bonded bar this force acts at the midplane and causes no bending. After separation it acts on the lower face of the upper beam, where it pulls against the sagging and reduces the moment carried by the beam to $M-Th/2$. With a prestressed film the balance \eqref{balance} no longer applies, and $Gb$ must be taken as the drop in potential energy per unit length. Behind the tip this energy is $\tfrac12E'I\kappa^2+\tfrac12Th\kappa-M\kappa$, with minimum $-(M-Th/2)^2/(2E'I)$; ahead of the tip the minimum is $-M^2/(16E'I)$. To first order in $T$, with the small added stiffness neglected,
\begin{equation}
G\simeq\frac{1}{2bE'I}\left[\left(M-\frac{Th}{2}\right)^2
-\frac{M^2}{8}\right].
\end{equation}
The linear change in the bracket is $-MTh$. Divided by the unperturbed bracket, $\tfrac78M^2$, and with $M=PL/2$, it gives
\begin{equation}
\frac{\delta G}{G}\simeq-\frac{8Th}{7M}
=-\frac{16}{7}\,\frac{\sigma t\,bh}{PL}.
\end{equation}
A tensile film on the upper beam lowers $G$, and a compressive one raises it. If the film stays on the notched arm instead, that arm carries no applied moment for the film force to combine with, and the change in $G$ begins at order $T^2$. The mode angle, however, shifts at first order, by about $1.6^\circ$ for $Th/M=0.05$. A film whose elastic constants differ from those of the beams also shifts the angle at the tip itself.

\textbf{Q.} So when may I forget the film stress?

\textbf{A.} When $\sigma t$ is far below $PL/(bh)$. In the example this scale is
\begin{equation}
\frac{(10\ {\rm N})(5.0\times10^{-3}\ {\rm m})}
{(10^{-2}\ {\rm m})(0.50\times10^{-3}\ {\rm m})}
=10^4\ {\rm N/m}.
\end{equation}
This film correction is a beam-theory estimate; the two-dimensional calculation contained no film.

\section*{Calculated quantities}
\begin{verbatim}
Young modulus E = 160 GPa
Poisson ratio nu = 0.20
width b = 10.0 mm
one-beam thickness h = 0.50 mm
inner-to-outer pin distance L = 5.0 mm
notch-to-inner-pin distance = 5.0 mm
total load P = 10.0 N
bending moment M = 25.00 N mm
plane-strain modulus = 166.67 GPa
one-beam bending stiffness = 0.01736 N m^2
bonded bending stiffness = 0.13889 N m^2
cracked curvature, beam = 1.4400 1/m
cracked curvature, 2D = 1.4400 1/m
bonded curvature, beam = 0.1800 1/m
bonded curvature, 2D = 0.1800 1/m
G, formula = 1.5750 J/m^2 = 1575.0 mJ/m^2
finite-element side = 0.125 mm
2D G as tip advances one element from distance a:
  a/h =  0.00: G = 1.4827 J/m^2, ratio to formula = 0.9414
  a/h =  0.25: G = 1.5377 J/m^2, ratio to formula = 0.9763
  a/h =  0.50: G = 1.5698 J/m^2, ratio to formula = 0.9967
  a/h =  1.00: G = 1.5750 J/m^2, ratio to formula = 1.0000
  a/h =  2.00: G = 1.5750 J/m^2, ratio to formula = 1.0000
  a/h =  3.00: G = 1.5750 J/m^2, ratio to formula = 1.0000
  a/h =  4.00: G = 1.5750 J/m^2, ratio to formula = 1.0000
  a/h =  5.00: G = 1.5750 J/m^2, ratio to formula = 1.0000
  a/h =  6.00: G = 1.5750 J/m^2, ratio to formula = 1.0000
  a/h =  7.00: G = 1.5753 J/m^2, ratio to formula = 1.0002
  a/h =  9.00: G = 1.5775 J/m^2, ratio to formula = 1.0016
  a/h = 12.00: G = 0.8688 J/m^2, ratio to formula = 0.5516
  a/h = 15.00: G = 0.3091 J/m^2, ratio to formula = 0.1962
shorter pin distance = 3.0 mm
its G, formula = 0.5670 J/m^2
its G, 2D = 0.5670 J/m^2
plane-stress G, formula = 1.6406 J/m^2
plane-stress G, 2D = 1.6406 J/m^2
opening part, formula = 0.9000 J/m^2
opening part, 2D = 0.9000 J/m^2
shear part, formula = 0.6750 J/m^2
shear part, 2D = 0.6750 J/m^2
mode angle magnitude, formula = 40.89 degrees
mode angle magnitude, 2D = 40.89 degrees
gap at notch for a/h = 5, 2D = 5.718 micrometre
smallest nodal gap, 2D = 0.0622 micrometre
\end{verbatim}
